# Elmore delay of a uniform distributed RC line

## The decision

A timing estimate for a long on-chip wire needs one number for the delay, and on that number depends whether a repeater is placed in the wire. Suppose the total resistance $R$ and total capacitance $C$ are known. Treating the wire as one resistor followed by one capacitor gives a delay $RC$. Treating resistance and capacitance as spread along the wire gives $RC/2$. If the permitted delay lies between these values, the first estimate calls for a repeater and the second does not.

The conventions are these. The wire starts uncharged. At $t=0$ an ideal source with no internal resistance applies a constant voltage $V_0$ at the near end, and the far end is open. Inductance and leakage are neglected. The symbol $v$ denotes voltage divided by $V_0$, so every point goes from 0 to 1. The Elmore delay of a point is

$$T=\int_0^\infty t\,\frac{dv}{dt}\,dt .$$

If $dv/dt$ is never negative, it is a distribution of arrival times with total weight $v(\infty)-v(0)=1$, and $T$ is its mean.

## One resistor, one capacitor

The current through the resistor, $V_0(1-v)/R$, equals the charging current $CV_0\,dv/dt$. Hence

$$RC\,\frac{dv}{dt}=1-v,\qquad v=1-e^{-t/RC}.$$

The definition gives, with $s=t/RC$,

$$T=\int_0^\infty \frac{t}{RC}\,e^{-t/RC}\,dt=RC\int_0^\infty s\,e^{-s}\,ds=RC .$$

A second form of the definition avoids solving for $v(t)$. Since $dv/dt=-d(1-v)/dt$, integration by parts up to a time $\tau$ gives

$$\int_0^\tau t\,\frac{dv}{dt}\,dt=-\tau\,[1-v(\tau)]+\int_0^\tau(1-v)\,dt .$$

If $1-v$ decays exponentially, the boundary term vanishes as $\tau\to\infty$, and

$$T=\int_0^\infty(1-v)\,dt .$$

The delay is the area between the response and its final value. For the single section this area is $\int_0^\infty e^{-t/RC}dt=RC$, as before.

## Two sections

Now split the wire into two resistors $R/2$, each followed by a capacitor $C/2$ to ground. The first resistor carries the charging current of both capacitors, the second that of the last capacitor alone. The voltage missing at the far end is the sum of the two resistor drops:

$$1-v_2=\frac R2\left(\frac C2\frac{dv_1}{dt}+\frac C2\frac{dv_2}{dt}\right)+\frac R2\,\frac C2\frac{dv_2}{dt}.$$

Integrate over all time. Each $\int_0^\infty (dv_j/dt)\,dt$ equals 1, so

$$T=\frac R2\left(\frac C2+\frac C2\right)+\frac R2\,\frac C2=\frac{RC}{2}+\frac{RC}{4}=\frac34RC .$$

The detailed shapes of $v_1(t)$ and $v_2(t)$ have dropped out. What remains is the charge that has to pass through each resistor.

## Any ladder

Let resistor $R_k$ lead from node $k-1$ to node $k$, and let capacitor $C_k$ join node $k$ to ground, for $k=1,\dots,N$. Node 0 is the source. The current through resistor $k$ charges every capacitor from node $k$ onward. Divided by $V_0$, it is

$$i_k=\sum_{j=k}^{N}C_j\frac{dv_j}{dt}.$$

Adding the drops from the source to the far end gives $1-v_N=\sum_{k=1}^N R_k i_k$. Time integration, with every $v_j$ going from 0 to 1, yields

$$T=\sum_{k=1}^{N}R_k\sum_{j=k}^{N}C_j .$$

Each resistance is multiplied by the capacitance downstream of it. For an intermediate node $m$ the outer sum stops at $k=m$, because only those drops lie between the source and the node. The inner sum still runs to $N$, because the current for the later capacitors passes through these resistors too.

**A case to do by hand.** Take resistors of 3, 1 and 2 kΩ and capacitors of 1, 2 and 1 pF, in order from the source. The downstream capacitances are 4, 3 and 1 pF. Since 1 kΩ times 1 pF is 1 ns,

$$T=3\cdot4+1\cdot3+2\cdot1=17\ \text{ns}.$$

Solving the circuit equations in time and integrating $t\,dv/dt$ numerically also gives 17.0000 ns.

### Why the integrals converge

The argument used $v_j\to1$ and exponential decay. Both follow from the circuit equations. Write $e_j=1-v_j$, with $e_0=0$. Current conservation at node $j$ reads

$$C_j\frac{de_j}{dt}=-\frac{e_j-e_{j-1}}{R_j}+\frac{e_{j+1}-e_j}{R_{j+1}},$$

where the last term is absent at $j=N$. Multiply by $e_j$ and sum over $j$. The difference $e_k-e_{k-1}$ then appears once with factor $-e_k$ and once with factor $+e_{k-1}$, so

$$\frac{dW}{dt}=-\sum_{k=1}^N\frac{(e_k-e_{k-1})^2}{R_k},\qquad W=\frac12\sum_{j=1}^N C_je_j^2 .$$

The sum on the right vanishes only if all $e_k$ equal $e_0=0$. On the closed, bounded surface $W=1$ it therefore has a smallest value $\lambda>0$. Both sides are quadratic in the errors, so in general $dW/dt\le-\lambda W$, and $W\le W(0)e^{-\lambda t}$. Every error decays at least exponentially.

### Why $T$ is a mean

It remains to show that $u_j=dv_j/dt$ is not negative. Differentiating the node equations for $t>0$, when the source voltage is constant, gives

$$\frac{du_j}{dt}=-a_ju_j+\frac{u_{j-1}}{R_jC_j}+\frac{u_{j+1}}{R_{j+1}C_j},\qquad u_0=0,$$

with $a_j=(1/R_j+1/R_{j+1})/C_j$; at $j=N$ the terms with $R_{N+1}$ are absent. Let $a$ be the largest $a_j$ and put $w_j=e^{at}u_j$. Then $w$ obeys $dw/dt=Pw$, where the diagonal entries of $P$ are $a-a_j\ge0$ and the others are zero or positive. The solution is

$$w(t)=\sum_{n=0}^\infty\frac{t^n}{n!}P^n w(0).$$

Just after the step, $u_1=1/(R_1C_1)$ and all other $u_j$ vanish. Every term of the series is therefore non-negative, and so is $u_j(t)$. No node voltage falls during the charging, and the Elmore delay is the mean of a genuine distribution.

## The uniform ladder

Set $R_k=R/N$ and $C_k=C/N$. Downstream of resistor $k$ there are $N-k+1$ capacitors, so

$$T_N=\frac{R}{N}\,\frac{C}{N}\sum_{k=1}^N(N-k+1).$$

As $k$ runs from 1 to $N$, the summand runs through $N,N-1,\dots,1$, and its sum is $N(N+1)/2$. Therefore

$$T_N=\frac{RC}{N^2}\,\frac{N(N+1)}{2}=\frac{RC}{2}\left(1+\frac1N\right)\;\longrightarrow\;\frac{RC}{2}\qquad(N\to\infty).$$

**Limits and checks.** For $N=1$ the formula returns $RC$, and for $N=2$ it returns $3RC/4$, as found above. The time-domain solution gives $0.6\,RC$ for $N=5$, $0.55\,RC$ for $N=10$ and $0.51\,RC$ for $N=50$, in agreement with the formula. Relative to the limit $RC/2$, the excess is $1/N$: 10% with ten sections and 2% with fifty.

The excess comes from where the capacitors sit. In each section the whole capacitance was put at the far end, so its charge had to cross the whole resistance of that section. Place half of each section's capacitance at either end instead, which makes a π section. Neighbouring halves combine to $C/N$ at interior nodes, and $C/(2N)$ remains at the last node. The half capacitor at the source is charged directly by the source, and its current crosses no wire resistance.

Downstream of resistor $k$ there are now $N-k$ interior capacitors and one half capacitor, so

$$T=\frac{RC}{N^2}\sum_{k=1}^N\left(N-k+\frac12\right)=\frac{RC}{N^2}\left[\frac{N(N-1)}2+\frac N2\right]=\frac{RC}{2}.$$

This holds for every $N$, including a single π section. For this delay at the far end, one π section is as good as a fine ladder. The equality concerns the first moment: a single π section has a purely exponential response, which differs from the waveform of the distributed line found below.

## The continuous line

Let the wire have length $L$, resistance $r$ and capacitance $c$ per unit length, so that $R=rL$ and $C=cL$. With $i$ again the current divided by $V_0$, the voltage drop and the charging of a short piece give

$$\frac{\partial v}{\partial x}=-r\,i,\qquad \frac{\partial i}{\partial x}=-c\,\frac{\partial v}{\partial t},\qquad i(L,t)=0 .$$

Integrate the second equation from $x'$ to the open end, and the first from the source to $x$:

$$i(x',t)=\int_{x'}^{L}c\,\frac{\partial v}{\partial t}\,dx'',\qquad 1-v(x,t)=\int_0^x r\,i(x',t)\,dx'.$$

Over all time, the charge per volt that passes $x'$ is $c(L-x')$. The delay at $x$ is therefore

$$T(x)=\int_0^x r\,c\,(L-x')\,dx'=rc\left(Lx-\frac{x^2}{2}\right)=RC\left(\frac xL-\frac{x^2}{2L^2}\right),$$

where the last step uses $rcL^2=RC$. At the far end,

$$T(L)=RC\left(1-\frac12\right)=\frac{RC}{2}.$$

The factor one half has a direct meaning. Resistance near the source carries the charge for almost the whole wire, and resistance near the open end carries almost none. The charge carried falls linearly along the wire, so its average is half the total.

**Two limits of the profile.** Close to the source, $T(x)\approx (rx)C$: a small resistance $rx$ carries the charge of the entire wire. At the middle, $T(L/2)=\tfrac38RC$. An isolated wire of half the length would have $\tfrac12(R/2)(C/2)=\tfrac18RC$. The difference, $\tfrac14RC=(R/2)(C/2)$, is the resistance of the first half times the capacitance of the second half hanging on it. A ladder of 40 π sections reproduces the profile at $x/L=0.25$, $0.5$, $0.75$ and $1$.

## The waveform behind the mean

A logic gate responds to a voltage level, not to a mean time. To relate the two, the waveform itself is needed. Eliminating $i$ from the line equations gives, for $e=1-v$,

$$\frac{\partial^2e}{\partial x^2}=rc\,\frac{\partial e}{\partial t},\qquad e(0,t)=0,\qquad \left.\frac{\partial e}{\partial x}\right|_{L}=0,\qquad e(x,0)=1 .$$

This is a diffusion equation. A product $\sin(kx)\,e^{-k^2t/(rc)}$ solves it and vanishes at $x=0$. The open end requires $\cos kL=0$, hence

$$k_n=\frac{(2n+1)\pi}{2L},\qquad \frac{k_n^2}{rc}=\frac{(2n+1)^2\pi^2}{4RC},\qquad n=0,1,2,\dots$$

Write $s_n=\sin k_nx$. Two different modes are orthogonal, because $s_n''=-k_n^2s_n$ implies

$$(k_m^2-k_n^2)\int_0^Ls_ms_n\,dx=\big[s_ms_n'-s_ns_m'\big]_0^L=0 .$$

The bracket vanishes since $s=0$ at the source and $s'=0$ at the open end. The coefficient of mode $n$ in the initial value $e=1$ is then

$$A_n=\frac{\int_0^L s_n\,dx}{\int_0^L s_n^2\,dx}=\frac{1/k_n}{L/2}=\frac{4}{(2n+1)\pi}.$$

At the far end $\sin k_nL=(-1)^n$, so

$$v(L,t)=1-\sum_{n=0}^\infty\frac{4(-1)^n}{(2n+1)\pi}\,\exp\!\left[-\frac{(2n+1)^2\pi^2t}{4RC}\right].$$

The slowest mode ensures the exponential decay assumed for the continuous line.

**Consistency with the delay.** Integrating mode $n$ over time multiplies its coefficient by $rc/k_n^2$, giving $2rc/(Lk_n^3)$. The parabola $T(x)$ must have the same coefficients. It satisfies $T''=-rc$, $T(0)=0$ and $T'(L)=0$. Two integrations by parts, whose boundary terms vanish, give

$$\int_0^LT\,s_n\,dx=-\frac1{k_n^2}\int_0^LT''s_n\,dx=\frac{rc}{k_n^2}\,\frac1{k_n}.$$

Division by $L/2$ yields $2rc/(Lk_n^3)$, as required.

**The half-swing time.** At the times of interest the first term dominates. Keeping it alone and setting $v=1/2$,

$$\frac4\pi\,e^{-\pi^2t/(4RC)}=\frac12\quad\Rightarrow\quad t_{1/2}\approx\frac{4}{\pi^2}\ln\!\left(\frac8\pi\right)RC\approx0.379\,RC .$$

The full series gives $0.3787\,RC$, about 76% of the Elmore delay. This ratio holds at the far end. Closer to the source the half-swing time is a smaller part of $T(x)$: about 64% at the middle and 12% at $x=L/10$. At $t=RC/2$ the far end has already reached 0.629 of the step. For this waveform the mean arrival time is thus later than the half-swing time, and $RC/2$ should not be read as the instant at which the output crosses one half. The series was tested against a ladder of 200 π sections at six times between $0.05\,RC$ and $2\,RC$.

## A driver and a load

The factor one half belongs to a wire with an ideal source and an open end. Let the source have resistance $R_s$ and let a capacitor $C_L$ load the far end. The ladder rule extends directly. The source resistance carries the charge for $C+C_L$. The wire resistance carries the charge for $C_L$ in full, and that for the wire's own capacitance with the factor one half:

$$T=R_s(C+C_L)+R\left(\frac C2+C_L\right).$$

For $R_s=0$ and $C_L=0$ this returns $RC/2$. For $R_s\gg R$ it tends to $R_s(C+C_L)$: the wire then acts as a lumped capacitor, and its distributed nature hardly matters. For $C_L\gg C$ it tends to $(R_s+R)C_L$, in which the wire counts with its full resistance.

## Length and a repeater

Both $R$ and $C$ are proportional to length, so $T=rcL^2/2$. Doubling the wire quadruples its delay.

Now cut the wire in the middle and insert an ideal buffer. It copies the voltage at its input, draws no input current, has no output resistance and adds no delay. Each half has resistance $R/2$ and capacitance $C/2$. The voltage missing at the final output is the voltage missing at the buffer plus the drops in the second half:

$$1-v_{\rm out}=(1-v_{\rm buffer})+\int_{L/2}^{L}r\,i\,dx .$$

Integrated over time, the first term gives $\tfrac12(R/2)(C/2)=RC/8$. The second gives the same, because every point of the second half also charges from 0 to 1. The total is

$$T=\frac{RC}{8}+\frac{RC}{8}=\frac{RC}{4}.$$

What adds here is the Elmore delay; the argument says nothing about adding half-swing times. The saving arises because the first half no longer carries the charge for the second. If a real buffer adds a delay $t_b$ and is otherwise ideal, one buffer at the middle lowers the Elmore delay when $t_b<RC/4$. Its output resistance and input capacitance add further terms of the kind found in the preceding section.

## A model wire in numbers

Take round parameters: resistivity $4\times10^{-8}$ Ω m, width 50 nm, thickness 100 nm, length 1 mm and capacitance 200 pF/m. Then

$$r=\frac{4\times10^{-8}}{(50\times10^{-9})(100\times10^{-9})}=8\times10^6\ \Omega/\text{m},$$

$$R=8000\ \Omega,\qquad C=0.2\ \text{pF},\qquad RC=1600\ \text{ps}.$$

The Elmore delay is $RC/2=800$ ps, or 0.8 ns, and the half-swing time is 606 ps. Half the length has an Elmore delay of 200 ps, and two halves joined by the ideal buffer have 400 ps. A buffer in the middle, otherwise ideal, therefore lowers the Elmore delay if it adds less than 400 ps. This margin belongs to the Elmore delay and the ideal buffer. A repeater that switches sharply when its input crosses one half gives two half-swing times of $606/4$ ps each, 303 ps in all, so the saving in half-swing time is about 303 ps. An output resistance $R_b$ adds $R_bC/2$ to the Elmore delay, which with the ideal source uses up the 400 ps at $R_b=4$ kΩ. If the source has the same resistance $R_b$, this term is offset, because the source then charges only half the wire. The single-section estimate, 1600 ps, would overstate the wire's Elmore delay by a factor of two.

## Inductance and leakage

With an inductance $\ell$ per unit length, the voltage equation becomes $\partial v/\partial x=-ri-\ell\,\partial i/\partial t$. As long as the wire has resistance to damp the oscillations, the current starts and ends at zero, so the added drop integrates to $\int_0^\infty\ell\,(\partial i/\partial t)\,dt=0$. The integral $T(L)=RC/2$ is therefore unchanged. The waveform does change: it can overshoot, and then $dv/dt$ is negative at some times and $T$ is no longer the mean of a distribution. Without resistance, the two line equations combine to a wave equation with speed $1/\sqrt{\ell c}$. The travel time $L\sqrt{\ell c}$ grows as $L$, while $RC/2$ grows as $L^2$. The diffusive waveform, and with it the half-swing time found above, is a good approximation if

$$L\sqrt{\ell c}\ll\frac{rcL^2}{2},\qquad\text{that is}\qquad R\gg2\sqrt{\ell/c}.$$

A short or wide wire can violate this condition. Leakage to ground, by contrast, changes the delay itself: a steady current flows, the far end settles below 1, and $\int(1-v)\,dt$ diverges. The response must then be normalized to its own final value, and the charge argument has to include the leakage current.

## Values computed for the example and the checks

```
Non-uniform ladder, resistors (kohm): 3.0 1.0 2.0
Non-uniform ladder, capacitors (pF): 1.0 2.0 1.0
  Elmore delay from circuit equations: 17.0000 ns
  Elmore delay from downstream sum:    17.0000 ns
Uniform ladder: N, T/(RC) from circuit, T/(RC) from formula
    1  1.00000  1.00000
    2  0.75000  0.75000
    5  0.60000  0.60000
   10  0.55000  0.55000
   50  0.51000  0.51000
Pi sections: N, T/(RC) from circuit
    1  0.50000
    2  0.50000
   10  0.50000
Profile: x/L, T(x)/(RC) from circuit, from formula
  0.25  0.21875  0.21875
  0.50  0.37500  0.37500
  0.75  0.46875  0.46875
  1.00  0.50000  0.50000
Half-swing time / (RC): 0.3787
Half-swing time / Elmore delay: 0.7575
Far-end voltage at t = RC/2: 0.6292 of the step
Model wire:
  resistivity: 4.0e-08 ohm m
  width: 50 nm, thickness: 100 nm
  length: 1.0 mm
  capacitance per length: 200 pF/m
  resistance per length: 8.000e+06 ohm/m
  total resistance R: 8000.0 ohm
  total capacitance C: 0.200 pF
  product RC: 1600.0 ps
  Elmore delay RC/2: 800.0 ps
  Elmore delay from circuit equations: 800.0 ps
  half-swing time: 606.0 ps
  Elmore delay of half the length: 200.0 ps
  two halves with ideal buffer: 400.0 ps
```
